\section*{Variance of nuclear energy loss from Rutherford recoils in a thin target}

\section{Definitions and conventions}

An ion of charge number $Z_1$, mass $M_1$, speed $v$ and kinetic energy $E=M_1v^2/2$ enters a slab of thickness $x$. The slab holds $N$ atoms per unit volume, each with charge number $Z_2$ and mass $M_2$, initially at rest. Write
\begin{equation}
k=Z_1Z_2e^2,\qquad M=M_1+M_2,\qquad \mu=\frac{M_1M_2}{M}.
\end{equation}
Gaussian units are used, so the repulsive energy of two bare nuclei at distance $r$ is $k/r$. In atomic units $e^2=1$; the symbol is kept so that dimensions stay visible. For numbers, $e^2=14.3996$ eV\,\AA.

In one collision with impact parameter $b$ the atom receives the recoil energy $T$. The nuclear energy loss $W$ of an ion is the sum of $T$ over its collisions. Its variance over many ions is $\Omega^2$.

The assumptions are as follows.
\begin{enumerate}
\item The target is random. The number of atoms that an ion meets in a ring of area $a$ around its path is a Poisson variable of mean $Nxa$, and separate rings are independent.
\item Each collision is a classical, nonrelativistic, elastic encounter of two bare point charges.
\item The target is thin: the path length is taken as $x$, and the energy before each collision as $E$.
\item All ions are counted, including those that a collision turns back.
\end{enumerate}

\paragraph{Theorem.} Let collisions be counted up to an impact parameter $b_{\max}$. Under these assumptions the variance has a finite limit as $b_{\max}\to\infty$, namely
\begin{equation}
\Omega^2=4\pi Z_1^2Z_2^2e^4\,Nx\left(\frac{M_1}{M_1+M_2}\right)^2 .
\label{main}
\end{equation}

The cut-off is needed in the statement because the mean of $W$ diverges for a bare Coulomb force, as shown below, although the variance does not.

\section{Three lemmas}

\paragraph{Lemma 1 (collision statistics).} The variance and the third central moment of $W$ are
\begin{equation}
\Omega^2=Nx\int T^2\,d\sigma,\qquad
m_3=Nx\int T^3\,d\sigma,\qquad d\sigma=2\pi b\,db .
\label{cumulants}
\end{equation}

\emph{Proof.} Divide the area around the path into rings of area $a_i$, in which the recoil energy is $T_i$. Ring $i$ gives $n_i$ collisions, with mean $\lambda_i=Nxa_i$. For a Poisson variable,
\begin{equation}
\langle e^{sn}\rangle=\sum_{n=0}^{\infty}e^{-\lambda}\frac{(\lambda e^{s})^n}{n!}
=\exp[\lambda(e^{s}-1)] .
\end{equation}
Since $W=\sum_i n_iT_i$ and the $n_i$ are independent, the averages multiply and their logarithms add:
\begin{equation}
\ln\langle e^{sW}\rangle=Nx\sum_i a_i\left(e^{sT_i}-1\right)
=Nx\sum_i a_i\left(sT_i+\frac{s^2T_i^2}{2}+\frac{s^3T_i^3}{6}+\dots\right).
\end{equation}
On the other hand, with $\bar W=\langle W\rangle$,
\begin{equation}
\ln\langle e^{sW}\rangle=s\bar W+\ln\left(1+\frac{s^2\Omega^2}{2}+\frac{s^3m_3}{6}+\dots\right)
=s\bar W+\frac{s^2\Omega^2}{2}+\frac{s^3m_3}{6}+O(s^4).
\end{equation}
Comparing powers of $s$ and letting the rings become narrow gives (\ref{cumulants}). No squared mean is subtracted, because the number of collisions fluctuates as well as their strength. $\square$

\paragraph{Lemma 2 (recoil energy).} If the relative velocity turns through the angle $\theta$, then
\begin{equation}
T=T_m\sin^2\frac{\theta}{2},\qquad T_m=\frac{4M_1M_2}{M^2}E .
\label{recoil}
\end{equation}

\emph{Proof.} The relative momentum has magnitude $\mu v$ before and after an elastic collision. Two vectors of equal length $\mu v$ at an angle $\theta$ differ by a vector of length
\begin{equation}
\Delta p=2\mu v\sin\frac{\theta}{2}.
\label{dp}
\end{equation}
The atom takes up this momentum. It started at rest, so
\begin{equation}
T=\frac{(\Delta p)^2}{2M_2}=\frac{2\mu^2v^2}{M_2}\sin^2\frac{\theta}{2}
=\frac{4\mu^2E}{M_1M_2}\sin^2\frac{\theta}{2},
\end{equation}
where $v^2=2E/M_1$ was used. Inserting $\mu^2=M_1^2M_2^2/M^2$ gives (\ref{recoil}). $\square$

\paragraph{Lemma 3 (Rutherford recoils).} Let $d$ be the distance of closest approach in a head-on collision. Then
\begin{equation}
T=\frac{T_m}{1+4b^2/d^2},\qquad
d\sigma=C\,\frac{dT}{T^2},\qquad C=\frac{\pi M_1k^2}{M_2E}.
\label{ruth}
\end{equation}

\emph{Proof.} At the head-on turning point the relative kinetic energy has become potential energy:
\begin{equation}
\frac{k}{d}=\frac{\mu v^2}{2}=\frac{\mu E}{M_1}=\frac{M_2E}{M},
\qquad\text{so}\qquad d=\frac{kM}{M_2E}.
\label{d}
\end{equation}
For general $b$ the relative orbit is symmetric about the line from the force centre to the point of closest approach. Measure the polar angle $\phi$ from that line. It runs from $-\phi_0$ to $\phi_0$, where $2\phi_0=\pi-\theta$, because an undeflected path sweeps out the angle $\pi$. The impulse components perpendicular to the axis cancel by symmetry, and
\begin{equation}
\Delta p=\int\frac{k\cos\phi}{r^2}\,dt .
\end{equation}
Angular momentum is conserved, $\mu r^2\,d\phi/dt=\mu vb$, so $dt/r^2=d\phi/(vb)$. Therefore
\begin{equation}
\Delta p=\frac{k}{vb}\int_{-\phi_0}^{\phi_0}\cos\phi\,d\phi
=\frac{2k}{vb}\sin\phi_0=\frac{2k}{vb}\cos\frac{\theta}{2}.
\end{equation}
Equating this to (\ref{dp}) and using $\mu v^2=2k/d$,
\begin{equation}
\tan\frac{\theta}{2}=\frac{k}{\mu v^2b}=\frac{d}{2b}.
\end{equation}
Since $\sin^2(\theta/2)=1/[1+\cot^2(\theta/2)]$, the first part of (\ref{ruth}) follows. Solved for the area inside $b$, it reads
\begin{equation}
\pi b^2=\frac{\pi d^2}{4}\left(\frac{T_m}{T}-1\right).
\end{equation}
The area decreases as $T$ rises. Its magnitude per interval $dT$ is $(\pi d^2T_m/4)\,dT/T^2$, and
\begin{equation}
\frac{\pi d^2T_m}{4}=\frac{\pi}{4}\,\frac{k^2M^2}{M_2^2E^2}\,\frac{4M_1M_2E}{M^2}
=\frac{\pi M_1k^2}{M_2E}=C.\qquad\square
\end{equation}

\section{Proof of the theorem}

The cut-off $b_{\max}$ corresponds to a smallest recoil $T_{\min}=T_m/(1+4b_{\max}^2/d^2)$. Lemmas 1 and 3 give
\begin{equation}
\Omega^2(b_{\max})=Nx\int_{T_{\min}}^{T_m}T^2\,\frac{C\,dT}{T^2}
=NxC\,(T_m-T_{\min}).
\label{uniform}
\end{equation}
As $b_{\max}\to\infty$, $T_{\min}\to0$. What remains is
\begin{equation}
\Omega^2=NxCT_m=Nx\,\frac{\pi M_1k^2}{M_2E}\,\frac{4M_1M_2E}{M^2}
=4\pi k^2Nx\,\frac{M_1^2}{M^2},
\end{equation}
which is (\ref{main}). $\square$

The energy cancels because a faster ion has a smaller cross section, $C\propto1/E$, but a larger greatest recoil, $T_m\propto E$. By contrast the mean loss is
\begin{equation}
\bar W=NxC\int_{T_{\min}}^{T_m}\frac{dT}{T}=NxC\ln\frac{T_m}{T_{\min}},
\end{equation}
which grows without limit as $T_{\min}\to0$. Screening by the atomic electrons makes it finite.

The theorem was tested on trajectories of both particles, integrated from Newton's equations for the mass ratios $11:28$, $75:28$ and $2000:1$. Summing the squared recoil energies over impact parameter reproduced (\ref{main}) with a largest relative error of $1.0\times10^{-4}$. The paths started at a distance of $10^4d$, which by itself causes errors of this order.

\paragraph{Remark (mass limits).} For $M_1\gg M_2$ the mass factor tends to 1. For equal masses it is $1/4$. For $M_1\ll M_2$ it tends to $(M_1/M_2)^2$: a light ion bounces off a heavy atom and leaves little energy behind.

\section{Consequences and limits of validity}

\paragraph{Corollary 1 (shape).} The integrand in (\ref{uniform}) is constant in $T$, so equal intervals of recoil energy contribute equally to the variance. Recoils above $fT_m$ carry the share $1-f$, while their mean number per ion is
\begin{equation}
n_f=NxC\int_{fT_m}^{T_m}\frac{dT}{T^2}=\frac{NxC}{T_m}\left(\frac1f-1\right).
\label{hits}
\end{equation}
The third moment is $m_3=NxC\int_0^{T_m}T\,dT=NxCT_m^2/2$, and the skewness is
\begin{equation}
\frac{m_3}{\Omega^3}=\frac{NxCT_m^2/2}{(NxCT_m)^{3/2}}
=\frac12\sqrt{\frac{T_m}{NxC}}=\frac{T_m}{2\Omega}.
\label{skew}
\end{equation}

A nearly Gaussian distribution requires $NxC\gg T_m$. A thin target requires a mean loss well below $E$. When the masses are comparable, $T_m$ is comparable with $E$ and the two demands conflict. In that case $\Omega$ is a correct root-mean-square (rms) value but does not describe the width of a peak.

\paragraph{Corollary 2 (ions turned back).} The centre of mass moves at $M_1v/M$, and the ion moves relative to it at $M_2v/M$. After the collision the forward velocity of the ion is therefore
\begin{equation}
v_{\parallel}=\frac{v}{M}\left(M_1+M_2\cos\theta\right).
\end{equation}
It is negative when $\cos\theta<-M_1/M_2$, which is possible for $M_1<M_2$. Because $T/T_m=(1-\cos\theta)/2$, this means
\begin{equation}
\frac{T}{T_m}>\frac12\left(1+\frac{M_1}{M_2}\right).
\end{equation}
The hardest recoils thus belong to ions that do not emerge from the far side. Since the variance is uniform in $T$, the ions that still move forward have
\begin{equation}
\Omega_{\rm f}^2=\frac12\left(1+\frac{M_1}{M_2}\right)\Omega^2
\qquad(M_1<M_2)
\label{forward}
\end{equation}
to first order in $x$. For $M_1\ge M_2$ no single collision reverses the ion, and the reduction is absent.

\paragraph{Corollary 3 (electrons as targets).} If the electrons are treated as free and at rest, and the ion as bare, the theorem applies with $Z_2\to1$, $M_2\to m_e$ and $N\to NZ_2$. The sign of the charge does not matter, because $k$ enters squared. As $m_e\ll M_1$,
\begin{equation}
\Omega_e^2\simeq4\pi Z_1^2Z_2e^4Nx,\qquad
\frac{\Omega^2}{\Omega_e^2}\simeq Z_2\left(\frac{M_1}{M}\right)^2 .
\label{bohr}
\end{equation}
This is the Bohr value of electronic straggling. Here the greatest transfer is about $4m_eE/M_1$, a tiny part of $E$, so a target can be thin and the distribution still nearly Gaussian.

\paragraph{Remark (screening).} The electrons of the atom change the interaction to $(k/r)\varphi(r/a)$. A standard choice is the universal potential of Ziegler, Biersack and Littmark, with $a=0.8854\,a_0/(Z_1^{0.23}+Z_2^{0.23})$, $a_0$ the Bohr radius, and
\begin{align}
\varphi(u)={}&0.1818e^{-3.2u}+0.5099e^{-0.9423u}\nonumber\\
&+0.2802e^{-0.4029u}+0.02817e^{-0.2016u},
\end{align}
where the coefficients are rescaled slightly to make $\varphi(0)=1$.

For $d\ll a$ the leading correction can be found by hand. Near the nucleus $\varphi(u)\simeq1-1.18u$, where 1.18 is the sum of the products of coefficient and decay constant. The potential is then $k/r-1.18k/a$. A close collision is a pure Coulomb collision in which the relative kinetic energy $k/d$ is raised by the fraction $\delta=1.18\,d/a$.

Let $p$ be the relative momentum far away and $p'=p\sqrt{1+\delta}$ its value in this inner region. The angular momentum is the same, so $b=b'p'/p$ and areas are larger by $(p'/p)^2$. Most of the variance comes from $b$ of order $d$. For such paths the force is nearly radial along the path at distances of order $a$, and the departure from the inner Coulomb problem there turns the path only by an angle of order $(d/a)^2$, up to a logarithm. To first order in $d/a$ the deflection is therefore unchanged, so $\Delta p=2p\sin(\theta/2)$ is smaller than the inner value by $p/p'$, and $T^2\propto(\Delta p)^4$ by $(p/p')^4$. The inner Coulomb integral of $T^2$ does not depend on energy, by the theorem. Hence
\begin{equation}
\frac{\Omega^2_{\rm screened}}{\Omega^2}\simeq
\left(\frac{p'}{p}\right)^2\left(\frac{p}{p'}\right)^4=\frac{1}{1+\delta}.
\label{screen}
\end{equation}
The formula (\ref{main}) needs $d\ll a$ and so fails at low energy, where $d\propto1/E$ becomes comparable with $a$.

\section{Example: boron in silicon}

Take boron-11 at 2 MeV and a silicon slab of 100 nm. The values are chosen for illustration; the slab stands for a thin layer near the surface, not for the whole depth that such ions reach. The masses are $M_1=11.009$ u and $M_2=28.086$ u, so $M_1/M=0.2816$. With eight atoms in a cubic cell of edge 5.431 \AA,
\begin{equation}
N=\frac{8}{5.431^3}=0.04994\ \text{\AA}^{-3},\qquad
Nx=49.94\ \text{\AA}^{-2}.
\end{equation}
The other inputs are
\begin{align}
k&=5\times14\times14.3996=1008\ \text{eV\,\AA},\\
T_m&=4(0.2816)(0.7184)(2\times10^6)=1.618\times10^6\ \text{eV},\\
C&=\frac{\pi(11.009/28.086)(1008)^2}{2\times10^6}=0.6256\ \text{eV\,\AA}^2 .
\end{align}
Thus $NxC=31.24$ eV, and
\begin{equation}
\Omega^2=31.24\times1.618\times10^6=5.06\times10^7\ \text{eV}^2,
\qquad \Omega=7111\ \text{eV}=7.11\ \text{keV}.
\end{equation}

\paragraph{Reading the rms.} Equation (\ref{skew}) gives a skewness of 114. From (\ref{hits}) with $f=0.01$, the mean number of hits above 1\% of $T_m$ is $99\times31.24/(1.618\times10^6)=0.0019$ per ion. About one ion in 500 suffers such a hit, and these hits carry 99\% of the variance.

A simulation of 20\,000 ions with screened collisions at fixed energy, counting impact parameters up to 1 \AA, gave a median nuclear loss of 67 eV. Half the width of the central 68\% of ions was about 100 eV (101 eV in this sample, with a sampling scatter of a few eV; the exact distribution gives 98 eV), about seventy times smaller than $\Omega$. The mean loss, integrated separately up to 5 \AA, is 348 eV; it lies far above the median because rare hard hits raise it.

A thicker slab does not cure this. The condition $NxC=T_m$ would need $x=100\times1.618\times10^6/31.24\simeq5\times10^6$ nm, or 5 mm. The electronic stopping estimated below is 92 eV/\AA\ at 2 MeV and is proportional to $\sqrt E$. Integrating $dE/(\gamma\sqrt E)$ from zero to $E$ gives the stopping length $2\sqrt E/\gamma=2E/(\gamma\sqrt E)$, here $2\times2\times10^6/92\simeq4\times10^4$ \AA, or 4 $\mu$m. This is more than a thousand times less than 5 mm.

\paragraph{Size of the neglected effects.} The bare Coulomb force is a good model here. The head-on distance is $d=7.0\times10^{-4}$ \AA, about eleven times a rough nuclear contact distance of $6.3\times10^{-5}$ \AA. The screening length is $a=0.143$ \AA, so $a/d=203$ and (\ref{screen}) predicts a ratio of 0.994. Numerical integration with the full screened potential gives 0.9935. The difference comes from the next term, of order $(d/a)^2\ln^2(a/d)$, which grows quickly as the energy falls. With the same ion and target the ratio falls to 0.924 at 200 keV and 0.525 at 20 keV, where (\ref{screen}) would give 0.945 and 0.63. At 20 keV the bare formula therefore overestimates the variance by a factor of 1.9.

Turned-back ions matter more. By (\ref{forward}) the forward-going ions keep the fraction $(1+0.392)/2=0.696$ of the variance. The rms of their recoil loss is 5.93 keV instead of 7.11 keV; this is not yet the spread of their exit energies.

Slowing by electrons does not change the leading recoil variance, which is independent of energy, but it changes the spread of exit energies. In the Lindhard--Scharff model the electronic stopping is proportional to speed, $dE/dx=-\gamma\sqrt E$, so $\sqrt E$ falls linearly with depth. Let an ion of energy $E'$ lose $T$ in a hit, with a path $\ell$ still to go, and put $q=\gamma\ell/2$. If its direction did not change, it would lag behind an unhit ion at the exit by
\begin{equation}
(\sqrt{E'}-q)^2-(\sqrt{E'-T}-q)^2
=T-2q\left(\sqrt{E'}-\sqrt{E'-T}\right)<T .
\end{equation}
On a path of equal length the hit ion, being slower, afterwards loses less to electrons. For the example the model gives a stopping of 92 eV/\AA\ and a loss of 91 keV in the slab, 4.5\% of $E$. Averaged over hits and depths on a straight path, the variance is multiplied by 0.974. This factor leaves out the deflection, which makes the way to the far side longer. A hit with $T=0.3\,T_m$, for instance, turns the boron ion by $49^\circ$ and lengthens the rest of its path by a factor of 1.5. The ion then loses more to electrons than an unhit one, in spite of its lower speed. The factor 0.974 is therefore not a prediction for the exit energies of deflected ions. The ion speed, 2.7 atomic units, is close to $Z_1^{2/3}=2.9$, the upper end of the range for which this stopping law is meant, so the stopping itself is also an estimate.

Electronic straggling is a separate contribution of similar rms size. Equation (\ref{bohr}) gives $\Omega^2/\Omega_e^2=14(0.2816)^2=1.11$, with $\Omega_e=6.7$ keV. This is a scale rather than a prediction, because at this speed the boron ion keeps some of its electrons and those of silicon are bound. If the two losses are treated as independent, their variances add and the rms over all ions, including those turned back, is $\sqrt{7.11^2+6.75^2}=9.8$ keV. This is not the rms of the exit energies, because turned-back ions do not exit and deflected ions have longer paths through the slab.

The two parts nevertheless look different. For free electrons at rest the greatest transfer is $4m_eE/M_1=0.40$ keV, so by (\ref{skew}) the electronic skewness is $0.40/(2\times6.7)=0.03$. The ten core electrons of silicon move faster than the ion and can take up more, a few keV for the innermost shell, which is still tiny beside $T_m$. Within these models the visible width of the energy-loss peak comes mainly from the electrons, while nuclear collisions supply a weak tail reaching to very large losses.

\paragraph{Comparison with a real implant.} A silicon wafer is a crystal, and ions aligned with its rows or planes avoid close collisions. This breaks the assumption of a random target. The size of that change depends on the beam direction and is not estimated here, so the numbers apply to an amorphous layer or to a beam direction for which the atoms act as randomly placed. Among the corrections to the nuclear variance computed above for 2 MeV, the largest is the exclusion of turned-back ions, which lowers the variance by 30\% and the rms by 17\%. The numerical output lists the values used.

\section*{Table of computed values}
\begin{verbatim}
Ion B: Z1 = 5, M1 = 11.009 u
Target Si: Z2 = 14, M2 = 28.086 u
Ion energy E = 2.000e+06 eV
Slab thickness x = 100 nm
Si lattice constant = 5.431 angstrom
Atom density N = 0.04994 per angstrom^3
Areal density N x = 49.940 per angstrom^2
e^2 = 14.3996 eV angstrom
k = Z1 Z2 e^2 = 1007.98 eV angstrom
Mass factor M1/(M1+M2) = 0.28160
Head-on distance d = 7.015e-04 angstrom
Rough nuclear contact distance = 6.3e-05 angstrom
Largest recoil Tmax = 1.6184e+06 eV
Cross-section constant C = 0.6256 eV angstrom^2
N x C = 31.24 eV
Variance Omega^2 = 5.0561e+07 eV^2
Omega = 7110.6 eV = 7.111 keV
Skewness (bare Coulomb) = 113.8
Mean hits above 1% of Tmax = 0.00191 per ion
Variance share of those hits = 0.9900
Worst trajectory variance error = 1.0e-04
Screening length = 0.1427 angstrom
Screening length / d = 203.4
Screened/bare variance at 2e+04 eV = 0.5254
Screened/bare variance at 2e+05 eV = 0.9240
Screened/bare variance at 2e+06 eV = 0.9935
Mean nuclear loss, screened = 347.7 eV
Simulated ions = 20000
Simulated median nuclear loss = 67 eV
Simulated central 68% half-width = 101 eV
Forward-going variance share = 0.6960
Forward-going rms = 5932.1 eV
Bohr electronic rms scale = 6748.3 eV
Nuclear/Bohr variance ratio = 1.110
Ion speed = 2.706 atomic units
Lindhard-Scharff stopping = 91.8 eV/angstrom
Electronic loss in slab = 9.076e+04 eV
Electronic loss / E = 0.0454
Variance ratio with slowing = 0.9737
\end{verbatim}
